# The GLLB Response Coefficient from the Uniform Electron Gas

## 1. The question

A Kohn-Sham calculation for a semiconductor can use a local exchange potential. The aim here is one that is cheap and still says something useful about the gap. The GLLB construction splits this potential into two parts. The first is the Coulomb potential of the exchange hole, obtained from an exchange energy density. The second, the response potential, is a weighted sum of orbital densities. Its weights depend on how far each occupied level lies below the highest occupied one, so it jumps when the first electron enters the conduction band. That jump is added to the Kohn-Sham gap.

The weighted sum carries one number, $K$, which multiplies every gap correction the method produces. It can be fixed without data from any semiconductor, by requiring the exact exchange potential in a uniform electron gas. The result is

$$K=\frac{8\sqrt2}{3\pi^2}\approx0.382 .$$

Atomic units are used in the algebra. The gas is at zero temperature and, until Section 6, unpolarized.

## 2. The potential and the form of its weights

Write the exchange energy as

$$E_x=\frac12\iint \frac{n(\mathbf r)\,n(\mathbf r')\,[g(\mathbf r,\mathbf r')-1]}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where $g$ is the symmetric exchange pair function. Differentiating the two density factors gives two equal terms, which cancel the factor $1/2$. Their sum is

$$v_S(\mathbf r)=\int\frac{n(\mathbf r')[g(\mathbf r,\mathbf r')-1]}{|\mathbf r-\mathbf r'|}\,d^3r'=2\epsilon_x(\mathbf r),$$

with $\epsilon_x$ the exchange energy per electron. The density dependence of $g$ gives the remainder, $v_{\rm resp}$, so that $v_x=v_S+v_{\rm resp}$. GLLB approximates the remainder by

$$v_{\rm resp}(\mathbf r)=\sum_i^{\rm occ} f(e_F-e_i)\,\frac{|\psi_i(\mathbf r)|^2}{n(\mathbf r)} .$$

The sum runs over occupied Kohn-Sham orbitals of both spins, and $e_F$ is the highest occupied level. Using energy differences makes the weights independent of the zero of energy.

Coordinate scaling selects $f$. Let $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$, with orbitals $\lambda^{3/2}\psi_i(\lambda\mathbf r)$. The Coulomb interaction gives $E_x[n_\lambda]=\lambda E_x[n]$. Taking the first variation and changing variables gives $v_x[n_\lambda](\mathbf r)=\lambda v_x[n](\lambda\mathbf r)$. The orbital energies scale as kinetic energies, $e_i\to\lambda^2e_i$, while the ratios $|\psi_i|^2/n$ are only moved to the point $\lambda\mathbf r$. If each weight is to scale correctly by itself, then

$$f(\lambda^2 y)=\lambda f(y).$$

Setting $y=1$ and $\lambda^2=z$ gives $f(z)=f(1)\sqrt z$. With $K=f(1)$,

$$v_{\rm resp}(\mathbf r)=K\sum_i^{\rm occ}\sqrt{e_F-e_i}\,\frac{|\psi_i(\mathbf r)|^2}{n(\mathbf r)} .$$

The product $K\sqrt{\text{energy}}$ must be an energy, so $K$ has the unit hartree$^{1/2}$. The gas fixes the number $K$; the square root comes from the scaling argument and from the assumption that weights depend on $e_F-e_i$ alone.

## 3. Exchange self-energy of the gas

The orbitals are plane waves in a volume $V$, filled up to $k_F$, with $n=k_F^3/(3\pi^2)$. The exchange operator couples a state $\mathbf k$ to occupied states $\mathbf q$ of the same spin. Since the Fourier transform of $1/r$ is $4\pi/p^2$,

$$\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf q-\mathbf k|^2}.$$

Centre the integration on $\mathbf k$ by setting $\mathbf p=\mathbf q-\mathbf k$. The volume element $p^2\,dp\,d\Omega$ cancels the Coulomb denominator, and the radial integral becomes the length $\ell$ of the ray from $\mathbf k$ to the Fermi surface. The azimuth gives $2\pi$, so the prefactor is $4\pi\cdot2\pi/(8\pi^3)=1/\pi$:

$$\Sigma(k)=-\frac1\pi\int_{-1}^{1}\ell(m)\,dm .$$

Here $m$ is the cosine of the angle between $\mathbf p$ and $\mathbf k$. The ray ends where $k^2+2k\ell m+\ell^2=k_F^2$, whose positive root is

$$\ell(m)=-km+\sqrt{k_F^2-k^2+k^2m^2}.$$

The first term is odd in $m$ and integrates to zero. The second is even. With $B^2=k_F^2-k^2$,

$$\Sigma(k)=-\frac2\pi\int_0^1\sqrt{B^2+k^2m^2}\,dm .$$

An antiderivative is $\tfrac12m\sqrt{B^2+k^2m^2}+\tfrac{B^2}{2k}\,\mathrm{arsinh}(km/B)$. At $m=1$ the root equals $k_F$, and

$$\mathrm{arsinh}\frac kB=\ln\frac{k+k_F}{B}=\frac12\ln\frac{k_F+k}{k_F-k},$$

because $B^2=(k_F-k)(k_F+k)$. With $x=k/k_F$ and $L(x)=\ln\frac{1+x}{1-x}$,

$$\Sigma(k)=-\frac{k_F}{\pi}\left[1+\frac{1-x^2}{2x}L(x)\right].$$

For $x\to0$, $L\to2x$ and $\Sigma(0)=-2k_F/\pi$. For $x\to1$ the factor $1-x^2$ overcomes the logarithm and $\Sigma(k_F)=-k_F/\pi$.

## 4. Potential required from the response term

The exchange energy is half the sum of $\Sigma$ over occupied states, since each pair is counted twice in that sum. Hence $v_S=2E_x/N$ is the average of $\Sigma$ over the Fermi sphere:

$$v_S=3\int_0^1x^2\Sigma\,dx=-\frac{k_F}{\pi}\left[1+\frac32J\right],\qquad J=\int_0^1x(1-x^2)L\,dx .$$

Integrate by parts, using $-(1-x^2)^2/4$ as the antiderivative of $x(1-x^2)$ and $L'=2/(1-x^2)$. The boundary terms vanish at both ends, leaving

$$J=\int_0^1\frac{(1-x^2)^2}{4}\,\frac{2}{1-x^2}\,dx=\frac12\int_0^1(1-x^2)\,dx=\frac13 .$$

Therefore

$$v_S=-\frac{3k_F}{2\pi},\qquad \epsilon_x=-\frac{3k_F}{4\pi}.$$

By translation symmetry the full potential $v_x$ is a constant. A uniform density change $\delta n$ at fixed volume changes the energy by $Vv_x\,\delta n$, so $v_x=d(n\epsilon_x)/dn$. Since $\epsilon_x\propto n^{1/3}$,

$$v_x=\frac43\epsilon_x=-\frac{k_F}{\pi}.$$

This equals $\Sigma(k_F)$, as it should: an electron added to the gas enters at the Fermi surface. The response term must therefore supply

$$v_x-v_S=-\frac{k_F}{\pi}+\frac{3k_F}{2\pi}=\frac{k_F}{2\pi}.$$

It is repulsive and cancels one third of the attraction in $v_S$.

## 5. Orbital sum and coefficient

Each orbital density is $1/V$, so $|\psi_i|^2/n=1/N$ and the orbital sum is an average over occupied states. The Kohn-Sham potential is constant, so $e_F-e_k=(k_F^2-k^2)/2$, and

$$\left\langle\sqrt{e_F-e}\right\rangle=\frac{k_F}{\sqrt2}\;3\int_0^1x^2\sqrt{1-x^2}\,dx .$$

With $x=\sin\theta$ the integral becomes

$$\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac14\int_0^{\pi/2}\sin^22\theta\,d\theta=\frac{\pi}{16}.$$

The average is $3\pi k_F/(16\sqrt2)$, and the matching condition gives

$$K=\frac{k_F}{2\pi}\cdot\frac{16\sqrt2}{3\pi k_F}=\frac{8\sqrt2}{3\pi^2}=0.3821\ \text{hartree}^{1/2}.$$

The density has cancelled. A weight linear in $e_F-e_i$ would not allow this: its average is $k_F^2/5$, so its coefficient would have to be $5/(2\pi k_F)$.

A numerical test took $v_S$ from integration over the exchange hole and $v_x$ from a finite-difference density derivative. At $k_F=0.5$, $1$ and $2$ bohr$^{-1}$ the required $K$ was 0.38209, 0.38210 and 0.38211. The linear weight needed 1.591, 0.796 and 0.398. An explicit sum over 113,106 plane waves on a shifted grid of wavevectors in a box gave $K=0.38213$; at this size the value moves by about $10^{-4}$ with the choice of shift.

## 6. Conditions for using the number

**Spin.** Exchange acts between electrons of equal spin. For a polarized gas, each channel has its own $k_s=(6\pi^2n_s)^{1/3}$, and the derivation holds with $k_F$ replaced by $k_s$. The same $K$ applies if the orbital sum, the density in the denominator and the reference level all belong to that channel. In the unpolarized form, doubly occupied orbitals count twice and $n$ is the total density.

**Orbital energies.** The value belongs to Kohn-Sham energies. If the levels had dispersion $k^2/(2m)$, each square root would carry a factor $m^{-1/2}$ and the matched coefficient would become $K\sqrt m$. With Hartree-Fock levels, which include $\Sigma(k)$, the matched coefficient would depend on the density, because $\Sigma$ and the kinetic energy scale differently with $k_F$.

**Exchange energy density.** The $\epsilon_x$ used for $v_S$ must reduce to $-3k_F/(4\pi)$ at uniform density. Otherwise the total is wrong in the gas even with the correct $K$.

**Units.** For energies in eV, $K$ must be multiplied by the square root of the hartree in eV, which gives about $1.99$ eV$^{1/2}$.

**Occupations.** The formula is for zero temperature. With smeared occupations, some occupied levels lie above $e_F$ and the square root becomes imaginary, so an implementation needs an additional rule that this derivation doesn't supply.

## 7. What has been matched, state by state

The gas also provides weights for comparison. They are called exact here in the sense that each is the difference between the exact $v_x$ and the state's own exchange self-energy; the average alone would not determine them. Since $v_S$ is the average of $\Sigma$, the required response is the average of

$$w(k)=v_x-\Sigma(k)=\frac{k_F}{\pi}\,\frac{1-x^2}{2x}L(x).$$

The GLLB weight is

$$w_{\rm G}(k)=\frac{Kk_F}{\sqrt2}\sqrt{1-x^2}=\frac{8k_F}{3\pi^2}\sqrt{1-x^2}.$$

The two averages agree, but the functions don't. At the band bottom $w=k_F/\pi$, so $w_{\rm G}/w=8/(3\pi)=0.849$. The curves cross at $k/k_F=0.765$. Near the Fermi surface, with $x=1-t$, the exact weight behaves as $(k_F/\pi)\,t\ln(2/t)$ and the GLLB weight as $(8k_F/3\pi^2)\sqrt{2t}$, which is larger for small $t$. The gas therefore fixes the total response and leaves its distribution over states approximate. The gap correction depends on that distribution.

## 8. Consequence for a gap

Suppose a gap $E$ separates the valence top $e_v$ from the conduction bottom $e_c$. With a filled valence band the reference is $e_v$. An infinitesimal charge in the conduction band moves it to $e_c$, while the density is unchanged in the limit. The potential then shifts by

$$\Delta(\mathbf r)=K\sum_i^{\rm occ}\left[\sqrt{e_c-e_i}-\sqrt{e_v-e_i}\right]\frac{|\psi_i(\mathbf r)|^2}{n(\mathbf r)} .$$

The gap correction is the expectation value of $\Delta(\mathbf r)$ in the lowest conduction orbital, and the model's fundamental gap is $E$ plus this correction.

A solvable estimate takes uniform orbital densities and a free-electron valence band of width $W=k_F^2/2$. Then $\Delta$ is a constant. With $a=E/W$, the two depths are $W(1+a-x^2)$ and $W(1-x^2)$, so

$$\Delta=\frac{8k_F}{3\pi^2}[F(a)-F(0)],\qquad F(a)=3\int_0^1x^2\sqrt{1+a-x^2}\,dx .$$

Put $b^2=1+a$, $x=b\sin\theta$ and $\theta_0=\arcsin(1/b)$. Then

$$F=3b^4\int_0^{\theta_0}\sin^2\theta\cos^2\theta\,d\theta=\frac{3b^4}{8}\left[\theta_0-\frac{\sin4\theta_0}{4}\right].$$

Since $\sin\theta_0=1/b$ and $\cos\theta_0=\sqrt a/b$,

$$\sin4\theta_0=4\sin\theta_0\cos\theta_0(1-2\sin^2\theta_0)=\frac{4\sqrt a\,(a-1)}{b^4},$$

$$F(a)=\frac38\left[(1-a)\sqrt a+(1+a)^2\arcsin\frac1{\sqrt{1+a}}\right].$$

**Small gap.** The arcsine equals $\pi/2-\arctan\sqrt a=\pi/2-\sqrt a+a^{3/2}/3-\dots$. In the bracket the terms in $\sqrt a$ cancel, and those in $a^{3/2}$ add to $-1+\tfrac13-2=-\tfrac83$. Thus $F(a)-F(0)=\tfrac{3\pi}{8}a-a^{3/2}+O(a^2)$ and

$$\Delta=\frac{k_Fa}{\pi}\left[1-\frac{8}{3\pi}\sqrt a+O(a)\right],\qquad \frac{k_Fa}{\pi}=\frac{2E}{\pi k_F}.$$

The non-analytic correction comes mainly from states within a few $E$ of the valence top. Their fraction is of order $a$, and each has a square root of order $\sqrt a$ that cannot be expanded in $E$.

**Narrow band.** For $E\gg W$ all occupied states have nearly the same distance $E$ from the new reference. Then $F(a)\to\sqrt a$ and $\Delta\to K\sqrt E$. The approach is slow, because the subtracted $F(0)=3\pi/16$ gives a relative correction $-(3\pi/16)\sqrt{W/E}$: the ratio $\Delta/(K\sqrt E)$ is 0.83 at $E=10W$ and 0.94 at $E=100W$.

## 9. Numbers at the valence density of silicon

Take 32 valence electrons in a cube of edge 5.4 angstrom and a Kohn-Sham gap of 0.6 eV, both rough values for silicon. The density is $32/5.4^3=0.203$ angstrom$^{-3}$, which gives $k_F=0.9625$ bohr$^{-1}$ and $W=12.60$ eV. The exchange potential is

$$v_x=v_S+v_{\rm resp}=-12.51+4.17=-8.34\ \text{eV}\quad(-0.306\ \text{hartree}).$$

For the gap, $a=0.6/12.60=0.048$. The small-gap law gives

$$\Delta\approx\frac{2(0.6\ \text{eV})}{\pi(0.9625)}=0.397\ \text{eV}.$$

The first correction is $-0.849\sqrt{0.048}$, or about $-19\%$ of this value, leaving 0.32 eV. The full expression gives 0.33 eV and a corrected gap of 0.93 eV.

*Correlation.* At this density the uniform-gas correlation potential, in the Perdew-Wang parametrization, is $-1.40$ eV. With the coupling-constant-averaged hole, whose potential is $2\epsilon_c$, its response part $v_c-2\epsilon_c$ is $+1.04$ eV; a partition based on the physical hole with a separate kinetic term gives a different value. If the orbital sum had to carry this too, the coefficient would be $0.382\,(4.17+1.04)/4.17=0.477$ hartree$^{1/2}$, and $\Delta$ would rise to 0.41 eV. Unlike $K$, this coefficient is tied to the density. A code that adds correlation response separately should keep 0.382, or it will count that response twice.

*Non-uniform orbitals.* At any point $\Delta(\mathbf r)$ is an average over occupied states, weighted by their local densities. With the band energies held fixed, a state at the valence bottom contributes 0.17 eV and one at the top $K\sqrt E=1.54$ eV. These are limits for the valence average, not estimates of it. Core states extend the range downwards: a 1s level at a rough depth of 1800 eV has a response weight of 85 eV but contributes only 0.014 eV to the shift. Its square root is large but changes little when the reference moves by 0.6 eV.

**Comparison with silicon.** The density and the band width of about 12 eV are typical of the real crystal, whose gap at room temperature is roughly 1.1 eV. The estimate of 0.93 eV has the right size, but the closeness is not evidence of accuracy. Real silicon has bonding orbitals concentrated between atoms and a conduction state with its own spatial pattern, so its orbital densities are not uniform. With the band energies held fixed, the limits above only confine an average over valence states to between 0.17 and 1.54 eV. A usable value requires the orbital sum with the crystal's own states. The thermal energy at 300 K is 0.026 eV, or 0.2% of $W$; the effect of lattice vibrations on the gap is not included.

## 10. Where the single reference level fails

The reference $e_F$ belongs to the whole simulation cell. Consider two materials far apart in one cell, with the valence top of the second lying $D$ below that of the first. Computed alone, the second material would use its own valence top. In the joint cell its depths are all increased by $D$, and its response potential rises by the expression for $\Delta(\mathbf r)$ in Section 8, with $e_c-e_v$ replaced by $D$. In the uniform model above, an offset of 0.6 eV would produce a spurious shift of 0.33 eV, before any self-consistent change of the offset. Band alignments from a single interface cell therefore need a check against separate bulk calculations.

Doping raises a related issue. Once electrons occupy the conduction band, $e_F$ lies in that band and the self-consistent potential contains the shift. But the shift raises valence and conduction levels together, in the uniform model by the same amount. In a crystal the difference between them changes, to first order, only by the expectation value of $\Delta(\mathbf r)$ in the conduction state minus that in the valence state, so it does not contain the full correction. The expression for $\Delta$ in Section 8 assumes a filled valence band and an empty conduction band, and can't be applied unchanged to the doped cell. The numerical output below lists the values used here.

## Table of computed values

```
K from formula: 0.382106 hartree^(1/2)
K needed, sqrt weight, kf=0.5 /bohr: 0.38209 hartree^(1/2)
coefficient needed, linear weight, kf=0.5 /bohr: 1.59149 (dimensionless)
K needed, sqrt weight, kf=1.0 /bohr: 0.38210 hartree^(1/2)
coefficient needed, linear weight, kf=1.0 /bohr: 0.79577 (dimensionless)
K needed, sqrt weight, kf=2.0 /bohr: 0.38211 hartree^(1/2)
coefficient needed, linear weight, kf=2.0 /bohr: 0.39789 (dimensionless)
plane waves in box sum: 113106 (count)
K from box sum: 0.38213 hartree^(1/2)
GLLB/exact weight at band bottom: 0.8488 (ratio)
weights cross at k/kf: 0.7649 (ratio)
input cube edge (rough): 5.4 angstrom
input valence electrons per cube: 32 (count)
input Kohn-Sham gap (rough): 0.6 eV
density: 0.2032 angstrom^-3
density in atomic units: 0.03011 bohr^-3
Fermi wavevector: 1.8188 angstrom^-1
Fermi wavevector in atomic units: 0.9625 bohr^-1
Fermi energy = band width: 12.604 eV
average of sqrt(e_F - e): 0.40090 hartree^(1/2)
v_S: -12.505 eV
v_resp: 4.168 eV
v_x: -8.337 eV
v_x in atomic units: -0.30637 hartree
exact weight at band bottom: 8.337 eV
GLLB weight at band bottom: 7.076 eV
gap / band width: 0.0476 (ratio)
Delta, small-gap law: 0.397 eV
Delta, full model: 0.332 eV
Kohn-Sham gap + Delta: 0.932 eV
neglected: correlation potential: -1.403 eV
neglected: correlation response: 1.036 eV
K if correlation were included: 0.4771 hartree^(1/2)
Delta with that K: 0.415 eV
smallest valence contribution to Delta: 0.166 eV
largest valence contribution to Delta: 1.544 eV
input 1s core depth (rough): 1800 eV
response weight of core state: 84.6 eV
core contribution to Delta: 0.0141 eV
input temperature: 300 K
thermal energy: 0.0259 eV
thermal energy / Fermi energy: 0.00205 (ratio)
```
